# Depolarization of upright polarizable dipoles on a square lattice: a program that tests the result

```python
# Result under test: upright point dipoles on a square lattice (constant a),
# each with permanent moment p0 and polarizability volume alpha, carry
#     p = (p0 + alpha*E) / (1 + S*alpha/a^3),   S = sum' (i^2+j^2)^(-3/2) = 9.03
# so that alpha_eff = alpha / (1 + S*alpha/a^3).
# E is the normal field of sources outside the layer (Gaussian form).
# Lattice sums use a = 1; the example uses nm, V and the elementary charge e.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigvalsh, solve
from scipy.optimize import brentq
from scipy.special import erfc

pi = np.pi

# ---------- field beside a short charge pair, from the Coulomb potential ----------
def pair_potential(rho, z, length):
    q = 1.0 / length                       # unit dipole moment
    return q / np.hypot(rho, z - length / 2) - q / np.hypot(rho, z + length / 2)

step = 1e-4
side_field = -(pair_potential(1.3, step, 0.01)
               - pair_potential(1.3, -step, 0.01)) / (2 * step)
assert abs(side_field * 1.3**3 + 1) < 1e-4   # remainder is of order length^2

# ---------- lattice sum: rapidly convergent formula against direct sum ----------
def gaussian_total(t):
    n = np.arange(-30, 31)
    return np.sum(np.exp(-pi * t * n**2))**2

assert abs(gaussian_total(1 / 0.6) - 0.6 * gaussian_total(0.6)) < 1e-12

def shell_term(r_squared):
    c = pi * r_squared
    root_part = np.exp(-c) / c + np.sqrt(pi) / (2 * c**1.5) * erfc(np.sqrt(c))
    inverse_part = 2 * np.exp(-c) - 2 * np.sqrt(pi * c) * erfc(np.sqrt(c))
    return 2 * pi * (root_part + inverse_part)

numeric = quad(lambda t: (t**0.5 + t**-1.5) * np.exp(-pi * t), 1, np.inf)[0]
assert abs(shell_term(1) - 2 * pi * numeric) < 1e-8

constant_part = 8 * pi / 3
shell_1 = 4 * shell_term(1)
shell_2 = 4 * shell_term(2)
S = constant_part + sum(shell_term(i * i + j * j)
                        for i in range(-5, 6) for j in range(-5, 6) if i or j)

R = 800
n = np.arange(-R, R + 1)
r2 = (n[:, None]**2 + n[None, :]**2).ravel().astype(float)
r2 = r2[(r2 > 0) & (r2 <= R * R)]
r = np.sqrt(r2)
S_disc = np.sum(r**-3)
S_direct = S_disc + 2 * pi / R
assert abs(S - S_direct) < 1e-5

# ---------- potential step of the layer: 2 pi p / a^2 on each side ----------
z = 3.0
one_side = 1 / z**2 + np.sum(z / (r2 + z * z)**1.5) + 2 * pi * z / np.hypot(R, z)
assert abs(one_side - 2 * pi) < 1e-4

# ---------- example parameters ----------
a = 0.5                  # nm
alpha = 0.010            # nm^3
p0_debye = 1.0
temperature = 300.0      # K
gap = 5.0                # eV
charge_separation = 0.3  # nm
height = 0.3             # nm, dipole centre above image plane
coverage = 0.9
coulomb = sc.e / (4 * pi * sc.epsilon_0) * 1e9   # V nm per elementary charge
debye = 1e-21 / sc.c / sc.e * 1e9                # e nm
p0 = p0_debye * debye
x = alpha / a**3
divisor = 1 + S * x
p = p0 / divisor
alpha_eff = alpha / divisor
local_field = -coulomb * S * p / a**3            # V/nm
step_bare = 4 * pi * coulomb * p0 / a**2
step_layer = 4 * pi * coulomb * p / a**2

# ---------- divisor against dense solution of finite patches ----------
def patch(size):
    m = np.arange(size) - size // 2
    gx, gy = np.meshgrid(m, m, indexing="ij")
    return np.column_stack([gx.ravel(), gy.ravel()]).astype(float)

def normal_matrix(sites):
    d2 = ((sites[:, None, 0] - sites[None, :, 0])**2
          + (sites[:, None, 1] - sites[None, :, 1])**2)
    np.fill_diagonal(d2, np.inf)
    return d2**-1.5

def patch_moments(sites):
    matrix = np.eye(len(sites)) + x * normal_matrix(sites)
    return solve(matrix, np.ones(len(sites)), assume_a="pos")

small, large = 25, 51
sites_large = patch(large)
moments_large = patch_moments(sites_large)
centre_small = patch_moments(patch(small))[small**2 // 2]
centre_large = moments_large[large**2 // 2]
# missing outer sites change the centre by a term proportional to 1/size
extrapolated = (large * centre_large - small * centre_small) / (large - small)
assert abs(extrapolated * divisor - 1) < 3e-3

# ---------- stability: extreme eigenvalues of a finite patch ----------
checkerboard = -S * (1 - 1 / np.sqrt(2))
sites = patch(24)
lowest = eigvalsh(normal_matrix(sites), subset_by_index=[0, 0])[0]
assert checkerboard - 1e-6 < lowest < checkerboard + 0.1   # finite-size gap

m = np.arange(-400, 401)
gx, gy = np.meshgrid(m, m, indexing="ij")
g2 = (gx**2 + gy**2).astype(float)
g2[400, 400] = np.inf
stripe = np.sum((1 - 2 * (np.abs(gy) % 2)) * (2 * gx**2 - gy**2) / g2**2.5)
dx = sites[:, None, 0] - sites[None, :, 0]
dy = sites[:, None, 1] - sites[None, :, 1]
d2 = dx**2 + dy**2
np.fill_diagonal(d2, np.inf)
xx = (2 * dx**2 - dy**2) / d2**2.5
yy = (2 * dy**2 - dx**2) / d2**2.5
xy = 3 * dx * dy / d2**2.5
count = 2 * len(sites)
highest = eigvalsh(np.block([[xx, xy], [xy, yy]]),
                   subset_by_index=[count - 1, count - 1])[0]
assert stripe - 0.25 < highest < stripe + 1e-3             # finite-size gap
limit_normal = -1 / checkerboard
limit_plane = 1 / stripe
assert x < limit_normal and x < limit_plane

# ---------- neglected: finite length of the dipoles ----------
length = charge_separation / a
def rod_average(rho):
    return 2 / length**2 * (1 / rho - 1 / np.sqrt(rho**2 + length**2))

def pair_field(zz, rho):
    total = 0.0
    for sign in (1, -1):
        dz = zz - sign * length / 2
        total += sign / length * dz / (rho**2 + dz**2)**1.5
    return total

average = quad(pair_field, -length / 2, length / 2, args=(1.0,))[0] / length
assert abs(average + rod_average(1.0)) < 1e-9
S_rod = np.sum(rod_average(r)) + 2 * pi / R
divisor_rod = 1 + S_rod * x

# ---------- neglected: images in the metal ----------
H = 2 * height / a
own_image = 2 / H**3
all_images = (own_image + np.sum((2 * H**2 - r2) / (r2 + H**2)**2.5)
              - 2 * pi * R**2 / (R**2 + H**2)**1.5)
G = 2 * pi * np.array([np.hypot(i, j) for i in range(-6, 7)
                       for j in range(-6, 7) if i or j])
assert abs(all_images - 2 * pi * np.sum(G * np.exp(-G * H))) < 1e-5
divisor_image = 1 + (S - all_images) * x

# ---------- neglected: nonlinear response of a two-level molecule ----------
transition = np.sqrt(alpha / coulomb * gap / 2)  # e nm, fixes the linear alpha
def induced(field):
    h = np.array([[0, -transition * field], [-transition * field, gap]])
    ground = np.linalg.eigh(h)[1][:, 0]
    return 2 * transition * ground[0] * ground[1]

assert abs(induced(1e-3) / (alpha / coulomb * 1e-3) - 1) < 1e-5
p_nonlinear = brentq(lambda v: v - p0 - induced(-coulomb * S * v / a**3), 0, p0)

# ---------- neglected: random vacancies ----------
rng = np.random.default_rng(7)
kept = rng.random(len(sites_large)) < coverage
inner = np.max(np.abs(sites_large), axis=1) <= 12
moments_vacant = patch_moments(sites_large[kept])
vacancy_ratio = moments_vacant[inner[kept]].mean() / moments_large[inner].mean()
mean_field_ratio = divisor / (1 + coverage * S * x)
assert abs(vacancy_ratio / mean_field_ratio - 1) < 0.02    # one random sample

# ---------- neglected: thermal reorientation ----------
orientation_energy = p0 * abs(local_field) * 1e3           # meV
thermal_energy = sc.k * temperature / sc.e * 1e3           # meV

def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())

print("LATTICE SUM (dimensionless)")
show("constant part 8 pi/3", constant_part, digits=5)
show("four nearest sites add", shell_1, digits=5)
show("four diagonal sites add", shell_2, digits=5)
show("S, rapid formula", S, digits=6)
show("direct sum inside radius 800 a", S_disc, digits=6)
show("direct sum with tail", S_direct, digits=6)
print("EXAMPLE")
show("lattice constant a", a, "nm", 2)
show("polarizability volume alpha", alpha, "nm^3", 3)
show("permanent moment p0", p0_debye, "D", 2)
show("one debye", debye, "e nm", 6)
show("e/(4 pi eps0)", coulomb, "V nm", 5)
show("alpha/a^3", x)
show("divisor 1 + S alpha/a^3", divisor)
show("moment in layer", p / debye, "D")
show("effective polarizability volume", alpha_eff, "nm^3", 5)
show("local depolarizing field", local_field * 10, "MV/cm", 2)
show("potential step without depolarization", step_bare, "V", 3)
show("potential step with depolarization", step_layer, "V", 3)
print("FINITE PATCHES (moment/p0 at centre)")
show("25 x 25 sites", centre_small, digits=5)
show("51 x 51 sites", centre_large, digits=5)
show("extrapolated", extrapolated, digits=5)
show("infinite-lattice formula", 1 / divisor, digits=5)
print("STABILITY")
show("checkerboard sum", checkerboard)
show("lowest eigenvalue, 24 x 24 patch", lowest)
show("limit of alpha/a^3, normal", limit_normal)
show("in-plane stripe sum", stripe)
show("highest in-plane eigenvalue, 24 x 24 patch", highest)
show("limit of alpha/a^3, in-plane", limit_plane)
print("NEGLECTED EFFECTS")
show("charge separation", charge_separation, "nm", 2)
show("lattice sum for finite length", S_rod)
show("divisor for finite length", divisor_rod)
show("potential step for finite length", step_bare / divisor_rod, "V", 3)
show("height above image plane", height, "nm", 2)
show("own-image field times a^3/p", own_image)
show("all-image field times a^3/p", all_images)
show("divisor with images", divisor_image)
show("two-level gap", gap, "eV", 1)
show("moment with nonlinear response", p_nonlinear / debye, "D")
show("coverage with vacancies", coverage, digits=2)
show("moment ratio vacant/full, direct", vacancy_ratio)
show("moment ratio vacant/full, mean field", mean_field_ratio)
show("orientation energy p0 |E_loc|", orientation_energy, "meV", 2)
show("temperature", temperature, "K", 0)
show("thermal energy kT", thermal_energy, "meV", 2)
print("ALL CHECKS PASSED")
```

Running it gives:

```
LATTICE SUM (dimensionless)
constant part 8 pi/3: 8.37758
four nearest sites add: 0.64184
four diagonal sites add: 0.01418
S, rapid formula: 9.033622
direct sum inside radius 800 a: 9.025768
direct sum with tail: 9.033622
EXAMPLE
lattice constant a: 0.50 nm
polarizability volume alpha: 0.010 nm^3
permanent moment p0: 1.00 D
one debye: 0.020819 e nm
e/(4 pi eps0): 1.43996 V nm
alpha/a^3: 0.0800
divisor 1 + S alpha/a^3: 1.7227
moment in layer: 0.5805 D
effective polarizability volume: 0.00580 nm^3
local depolarizing field: -12.58 MV/cm
potential step without depolarization: 1.507 V
potential step with depolarization: 0.875 V
FINITE PATCHES (moment/p0 at centre)
25 x 25 sites: 0.59244
51 x 51 sites: 0.58639
extrapolated: 0.58058
infinite-lattice formula: 0.58049
STABILITY
checkerboard sum: -2.6459
lowest eigenvalue, 24 x 24 patch: -2.6331
limit of alpha/a^3, normal: 0.3779
in-plane stripe sum: 5.0989
highest in-plane eigenvalue, 24 x 24 patch: 5.0685
limit of alpha/a^3, in-plane: 0.1961
NEGLECTED EFFECTS
charge separation: 0.30 nm
lattice sum for finite length: 7.9361
divisor for finite length: 1.6349
potential step for finite length: 0.922 V
height above image plane: 0.30 nm
own-image field times a^3/p: 1.1574
all-image field times a^3/p: 0.0893
divisor with images: 1.7155
two-level gap: 5.0 eV
moment with nonlinear response: 0.5810 D
coverage with vacancies: 0.90
moment ratio vacant/full, direct: 1.0447
moment ratio vacant/full, mean field: 1.0438
orientation energy p0 |E_loc|: 26.18 meV
temperature: 300 K
thermal energy kT: 25.85 meV
ALL CHECKS PASSED
```
